# Radical Recombination, Not Line of Sight, Limits Plasma Deposition in Deep Holes

## A hole whose bottom receives the full flux

Take a closed cylindrical hole of diameter $d$, depth $L$ and aspect ratio $a=L/d$. Neutral radicals from a plasma arrive at its mouth from all directions with flux $\Gamma_0$, in particles per area and time. The gas is so thin that radicals collide only with walls. Each wall hit returns the radical in a random direction with the cosine law (diffuse re-emission). Suppose first that the walls have already reacted and that radicals never recombine on them.

The steady flux on the bottom then equals $\Gamma_0$, whatever the depth. To see this, try the solution in which every wall element receives $\Gamma_0$. Since nothing is lost, every element also emits $\Gamma_0$ diffusely. An observer on any wall element sees, in each direction, either the mouth or another piece of wall, and both send the same intensity. The element therefore receives $\Gamma_0$, as assumed.

The line-of-sight supply is far smaller. From the centre of the bottom, the mouth fills a cone of half-angle $\alpha$ with $\tan\alpha=1/(2a)$. Its share of an isotropic flux is

$$\frac1\pi\int_0^{2\pi}\!d\beta\int_0^{\alpha}\cos\vartheta\,\sin\vartheta\,d\vartheta=\sin^2\alpha=\frac{1}{1+4a^2}.$$

For $a=30$ this is $2.8\times10^{-4}$, and the average over the bottom is the same to two digits. All the rest of the flux arrives after wall collisions. A plasma source therefore does not by itself make deposition line-of-sight. Ions accelerated towards the wafer are directional, but neutral radicals are not bound to their paths.

Two things are missing from this case: loss by recombination, and the radicals needed to react the walls in the first place.

## The counter-example with recombination

Let a radical be lost with probability $r$ at each wall hit, for example when two oxygen atoms leave as a molecule. The walls are still fully reacted. Let $h=\Gamma/\Gamma_0$ be the relative incident flux at depth $x$.

Far from the ends, a radical leaving the wall makes an axial jump $z$ before its next hit. Let $\alpha$ now be the angle between its direction and the axis, and $\beta$ the angle between the transverse part of its direction and the wall normal. The normal component is $\sin\alpha\cos\beta$. The transverse chord has length $d\cos\beta$, so the path is $d\cos\beta/\sin\alpha$ and $z=d\cos\beta\cos\alpha/\sin\alpha$. Weighting with the cosine law gives

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\!\int_{-\pi/2}^{\pi/2}\frac{\cos^2\!\beta\cos^2\!\alpha}{\sin^2\!\alpha}\,(\sin\alpha\cos\beta)\,\sin\alpha\,d\beta\,d\alpha .$$

The powers of $\sin\alpha$ cancel. The remaining integrals are $\int_0^\pi\cos^2\alpha\,d\alpha=\pi/2$ and $\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta=4/3$, so $\langle z^2\rangle=2d^2/3$.

The flux at $x$ is the surviving fraction $1-r$ of what hits the wall elsewhere, averaged over jumps. If $h$ varies slowly over one diameter, a Taylor expansion gives

$$h=(1-r)\left(h+\tfrac12\langle z^2\rangle h''\right).$$

The first-derivative term vanishes because jumps in both directions are equally likely. To leading order in small $r$,

$$h''=\frac{3r}{d^2}\,h .$$

The penetration length is $d/\sqrt{3r}$. Define $q=\sqrt{3r}$ and $\varphi=aq$, the depth in penetration lengths.

The ends need the net axial flux $J$, in units of $\Gamma_0$. Loss on a slice of wall gives $(\pi d^2/4)J'=-\pi d\,r\,h$, so $J'=-(4r/d)h=-(4d/3)h''$. Since $J$ vanishes for a uniform flux, $J=-(4d/3)h'$.

As an approximation, take the intensity to be $(h+c\cos\vartheta)/\pi$, with $\vartheta$ measured from the inward axis. Then $J=4c/3$, and the one-way inward flux is $h+2c/3=h+J/2$. At the mouth this must equal the supply:

$$h(0)+\tfrac12J(0)=1 .$$

At the bottom, $J(L)=r h_b$, where the difference of relative order $r$ between the flux on the bottom and on the adjacent wall is dropped. This fixes the slope $h'(L)=-3rh_b/(4d)$, and hence

$$h(x)=h_b\left[\cosh\frac{q(L-x)}{d}+\frac q4\sinh\frac{q(L-x)}{d}\right].$$

Differentiation gives $J(0)=\tfrac{4q}{3}h_b\left[\sinh\varphi+\tfrac q4\cosh\varphi\right]$. Inserting both in the mouth condition, with $q^2/6=r/2$ and $\tfrac14+\tfrac23=\tfrac{11}{12}$,

$$\frac1{h_b}\approx G=\left(1+\frac r2\right)\cosh\varphi+\frac{11}{12}\,q\sinh\varphi .$$

For $a=30$ and $r=10^{-3}$, $q=0.0548$ and $\varphi=1.643$. The two terms are 2.683 and 0.125, so $h_b\approx1/2.808=0.356$. A numerical solution of the full wall-to-wall exchange, with the wall cut into rings, gives 0.348. The bottom receives about a third of the mouth flux, some 1250 times its line-of-sight supply. Deposition by plasma radicals therefore need not be line-of-sight even when they recombine on the walls.

The exchange solution was itself tested against a simulation of individual radicals at $a=5$. For $r=0$, 0.02 and 0.2, the simulation gave bottom fluxes of 0.997, 0.440 and 0.037, against 1.000, 0.434 and 0.037.

## The general statement

In atomic layer deposition a precursor first covers the surface, and the plasma step then reacts that layer until no sites remain. The precursor is assumed here to have covered the whole hole. Let $\theta$ be the fraction of sites reacted by the radicals, $K$ the number of radicals consumed per area by the full reaction, and $s$ the reaction probability on an unreacted site. A hit then causes reaction with probability $s(1-\theta)$ and recombination with probability $r$, where $r+s\le1$. Take $r>0$ constant and equal on all surfaces. The dose is $E=\Gamma_0t$.

**Statement.** For a cavity of any shape with molecular flow and diffuse re-emission, let $h_b$ be the relative flux at a chosen point when all walls are reacted. Coverage $\theta_b$ at that point is guaranteed by the dose

$$E=\frac{U_b}{h_b}+\frac Kr\left(\frac1{h_b}-1\right),\qquad U_b=\frac Ks\ln\frac1{1-\theta_b}.$$

**Proof.** Let $g$ be the share of the hemisphere above a wall point, weighted by the cosine law, that is filled by the mouth. Let $Pf$ be the flux received at that point when the walls emit $f$. Mouth and walls together fill the hemisphere, so

$$g+P1=1 .$$

On reacted walls the relative flux obeys $h=g+(1-r)Ph$. Repeated substitution gives $h=g+(1-r)Pg+(1-r)^2P^2g+\dots$, which sums over the number of previous wall hits. It converges because $P1\le1$ and $1-r<1$. All terms are non-negative, so $h\ge g$.

During the pulse, gas transit is fast compared with the change in coverage, so at each moment

$$\Gamma=g\Gamma_0+P\left[\left(1-r-s(1-\theta)\right)\Gamma\right],\qquad K\frac{d\theta}{dt}=s(1-\theta)\Gamma .$$

Let $U=\int\Gamma\,dt$ be the fluence received at a point. Dividing the second equation by $1-\theta$ and integrating from $\theta=0$ gives $-\ln(1-\theta)=sU/K$. The required fluence is therefore $U_b$ as stated. The same equation gives $\int s(1-\theta)\Gamma\,dt=K\theta$. Integrating the first equation over time then yields

$$U=gE+P\left[(1-r)U-K\theta\right].$$

Let $V$ solve this equation with $\theta$ replaced by 1, its largest possible value. Subtraction gives

$$U-V=P\left[(1-r)(U-V)+K(1-\theta)\right].$$

Repeated substitution writes $U-V$ as a sum of non-negative terms, so $U\ge V$.

To find $V$, use the identity $(1-r)V-K=(1-r)(V+K/r)-K/r$. Then

$$V+\frac Kr=gE+(1-r)P\left(V+\frac Kr\right)-\frac KrP1+\frac Kr .$$

Since $1-P1=g$, the last two terms combine to $gK/r$, and

$$V+\frac Kr=g\left(E+\frac Kr\right)+(1-r)P\left(V+\frac Kr\right).$$

This is the equation for $h$ with its source multiplied by $E+K/r$. Hence $V=(E+K/r)h-K/r$. Setting $V=U_b$ at the chosen point and solving for $E$ gives the stated dose. Because $U\ge V$, this dose suffices. $\blacksquare$

The formula overestimates the need only through sites that are still unreacted at the end. It is therefore close when the chosen point is among the last to be covered, as the bottom of the hole is when recombination is not too strong, and $\theta_b$ is near 1. A time-stepped simulation of the coverage at $a=30$, $s=0.1$ and $\theta_b=0.95$ tested this. It used coarser wall rings than the other results at this depth, and the formula was evaluated on the same rings for the comparison. The formula lay 1.0%, 1.2% and 2.8% above the simulated dose for $r=10^{-4}$, $10^{-3}$ and $10^{-2}$.

## What "sufficiently small" means

**No recombination.** Write $h=1-rT$. The equation for $h$ becomes $T=P1+(1-r)PT$, so as $r\to0$, $T$ is the mean number of further wall hits made by a radical released at the chosen point. The dose tends to $U_b+KT_b$, which is finite but not small. Expanding $G$ for small $r$ gives

$$T_b\approx\frac{G-1}{r}\to\frac{3a^2}{2}+\frac{11a}{4}+\frac12 .$$

At $a=30$ this is 1433, while the exchange solution gives about 1490, or 4% more. The excess falls to about 2% at $a=60$ and 1% at $a=120$. Small $r$ alone is thus not enough: the pulse must also grow roughly as the square of the aspect ratio.

**Moderate recombination.** The scale $\varphi=1$ corresponds to $r=1/(3a^2)$, or $3.7\times10^{-4}$ at $a=30$. It is not a threshold. For $\varphi\gg1$, while diffusion still holds, $1/h_b$ grows as $e^{\varphi}$, so each further penetration length of depth multiplies the dose by about $e$. The full exchange follows this only in a window: at $r=10^{-3}$ the factor is 2.8 at $a=60$ and 2.6 at $a=90$, while at $r=10^{-2}$ long flights have already lowered it to 2.2 at $a=30$ and 1.7 at $a=45$.

**Strong recombination.** The exponential law must fail eventually, because $h_b\ge g_b\approx1/(4a^2)$. At $r=10^{-2}$ diffusion gives a bottom flux 21% below the exchange solution. At $r=0.1$ it gives $10^{-7}$ instead of $6\times10^{-4}$. The latter is 2.2 times the direct supply, so direct flight now provides nearly half of the little that arrives. The cause is loss on the walls, since the source and the hole are unchanged.

**Continuous deposition.** If the surface never saturates and radicals stick with probability $\sigma$ at every hit, the equation for $h$ holds with $r$ replaced by $r+\sigma$. A total loss probability of 0.1 then gives a bottom growth rate of only $6\times10^{-4}$ of that on the open surface at $a=30$, however small $r$ itself may be.

## Oxygen atoms in a 100 nm hole

Consider a hole 100 nm wide and 3000 nm deep, at 500 K and 1 mTorr of atomic oxygen. Kinetic theory gives

$$\Gamma_0=\frac{p}{\sqrt{2\pi mk_BT}}=3.93\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}.$$

With $K=2\times10^{15}\ \mathrm{cm^{-2}}$, the open surface receives a fluence $K$ in 5.09 ms. For $s=0.1$ and 95% coverage, $U_b=10K\ln20=30K$. At $r=10^{-3}$ the sufficient dose is

$$\frac EK=\frac{29.96}{0.3480}+1000\left(\frac1{0.3480}-1\right)\approx86+1873\approx1960,$$

or 10.0 s. With hole, gas, $K$ and $s$ held fixed:

| $r$ | $h_b$ | Time for 95% | Coverage after 10 s |
|---|---|---|---|
| $10^{-4}$ | 0.868 | 7.9 s | 100% |
| $10^{-3}$ | 0.348 | 10.0 s | 98% |
| $10^{-2}$ | 0.0120 | 55 s | 16% |
| $10^{-1}$ | 0.00061 | 334 s | 8% |

The times come from the sufficient dose, which exceeds the need slightly in the first three rows and by roughly a tenth at $r=10^{-1}$. The coverages come from the time-stepped simulation, whose coarser rings make transport slightly too easy for $r\le10^{-2}$; on finer rings the entry at $r=10^{-3}$ falls from 98% to 97%, and the other entries keep the digits shown. Both effects explain why 10 s at $r=10^{-3}$ shows somewhat more than 95%. The times refer to the bottom only. At $r=10^{-1}$ direct flight helps the bottom more than the lower side wall, which sees the mouth at grazing angles, so parts of that wall are still largely unreacted when the bottom reaches 95%.

The last column shows how the line-of-sight picture can arise: one fixed pulse coats the bottom on one material and leaves it nearly bare on another. At $r=10^{-2}$ the shortfall is mostly unfinished saturation. With every surface already reacted, the bottom would receive $1964K\times0.0120\approx24K$ in 10 s, a fluence that corresponds to about 91% coverage. During the actual pulse, unreacted surfaces were still consuming radicals.

A high reaction probability on fresh sites does not prevent coating. At $r=10^{-3}$, raising $s$ from 0.1 to 0.5 lowers the simulated dose from about $1920K$ to $1840K$ (on the coarser rings, which lower the dose by about 1%). The bottom then needs a fluence of only $6K$ instead of $30K$, and the saving $24K/0.348\approx69K$ accounts for nearly all of the change.

These parameters are rough. The values of $r$ are illustrative. Oxygen recombination is generally weak on silica and much stronger on many metals, and it varies with temperature and surface condition, so $r$ should be measured for the surface in question. The value of $K$ represents a few $10^{14}$ ligands per $\mathrm{cm^2}$, each using several atoms; $s$ is an assumed value. Real processes break several assumptions, with these estimated effects at $r=10^{-3}$:

- A 10 nm film narrows the hole to 80 nm. At fixed depth the time rises by a factor 1.72, to 17 s, the largest change in this list.
- Doubling $r$ raises the time by a factor 1.27.
- Consumption by the wafer depletes the gas above it. For diffusion across a 2 cm gap at 50 mTorr total pressure, with 20% of the wafer area open as holes, this adds roughly 8 to 17% to the dose for gas diffusion coefficients from 1 down to $0.5\ \mathrm{m^2\,s^{-1}}$.
- If recombination occurs only on reacted sites, the dose falls by about 1%.

Molecular flow and fast transit are safe here: the mean free path is about 1.8 mm, and diffusion through the hole takes about 0.3 µs. An assumed ion flux of $10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$, even if all of it reached the bottom, would be less than 0.1% of the radical flux there on reacted walls at $r=10^{-3}$, but about 2% at $r=10^{-2}$ and about 40% at $r=10^{-1}$, so ions cannot be ignored when recombination is strong. That compares numbers of particles; the effect of ion energy on the film is outside the model.

For design, the pulse should be set at least for the narrowest hole reached during growth and for the recombination probability of the surface actually exposed, with a margin for depletion of the gas above the wafer. When recombination is strong, the lower side wall needs a longer pulse than the bottom. The full values are in the numerical output.

## Computed values

```
Monte Carlo check, aspect ratio 5: bottom/mouth flux
  r=0.00: particles 0.9972, exchange solver 1.0000
  r=0.02: particles 0.4396, exchange solver 0.4341
  r=0.20: particles 0.0369, exchange solver 0.0373
Hole diameter 100 nm, depth 3000 nm, aspect ratio 30
Gas 500 K, O atoms 1.0 mTorr, total 50 mTorr
K = 2.0e+15 cm^-2, s = 0.10, target bottom coverage 0.95
Mean O speed 813 m/s; mouth flux 3.927e+17 cm^-2 s^-1
Time for fluence K at the mouth: 5.092 ms
Required bottom fluence U_b/K: 29.96
Direct line-of-sight bottom/mouth flux: 2.776e-04
Scale of r at phi=1, 1/(3a^2): 3.70e-04
r=1e-04: phi 0.520, aspect ratio at phi=1 57.7
  bottom/mouth flux: solver 8.6776e-01, diffusion 1/G 8.7203e-01
  bottom flux / direct flux: 3126
  sufficient dose 1558.4 K, time 7.936 s
  bottom coverage after 10 s: 1.0000
  dose formula above time simulation by 0.98 %
r=1e-03: phi 1.643, aspect ratio at phi=1 18.3
  bottom/mouth flux: solver 3.4802e-01, diffusion 1/G 3.5603e-01
  bottom flux / direct flux: 1254
  sufficient dose 1959.5 K, time 9.979 s
  bottom coverage after 10 s: 0.9842
  dose formula above time simulation by 1.15 %
r=1e-02: phi 5.196, aspect ratio at phi=1 5.8
  bottom/mouth flux: solver 1.2011e-02, diffusion 1/G 9.5168e-03
  bottom flux / direct flux: 43.26
  sufficient dose 10720 K, time 54.59 s
  bottom coverage after 10 s: 0.1585
  dose formula above time simulation by 2.82 %
r=1e-01: phi 16.432, aspect ratio at phi=1 1.8
  bottom/mouth flux: solver 6.0838e-04, diffusion 1/G 9.4174e-08
  bottom flux / direct flux: 2.191
  sufficient dose 65668 K, time 334.4 s
  bottom coverage after 10 s: 0.0846
r->0, dose without U_b, in units of K:
  aspect ratio 30: solver 1485.3, diffusion 1433.0, deviation 3.65 %
  aspect ratio 60: solver 5685.3, diffusion 5565.5, deviation 2.15 %
  aspect ratio 120: solver 22188.6, diffusion 21930.5, deviation 1.18 %
r->0, example with U_b: dose 1518.0 K, time 7.73 s
r=1e-3, simulated dose: s=0.1 1915.5 K; s=0.5 1844.5 K
Neglected effects, sized at r=1e-3:
  mean free path 1.83 mm (cross-section 4e-19 m^2), /diameter 1.83e+04
  gas transit time L^2/D: 0.332 us
  depletion (gap 2 cm, open area 0.2): extra dose 16.9 %
  after 10 nm film: aspect ratio 37.5, time 17.18 s (x1.72)
  r doubled: time 12.69 s (x1.27)
  recombination only on reacted sites: dose change -0.96 %
  ion flux 1e+14 cm^-2 s^-1 / bottom radical flux: 7.32e-04
```
